# Do grain-boundary resistances average in series in a wide metal film?: test program

```python
# RESULT UNDER TEST: a large square network of grains (nodes) joined by
# independent boundary conductances g, with ln g symmetric about ln g0, has
# sheet conductance g0 (the geometric mean), not the series value 1/<1/g>.
# Symbols: h, v = conductances of bonds along and across the mean current;
# s = standard deviation of ln g; n = number of grain rows.
# Unless a unit is given, conductances are in units of g0.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

rng = np.random.default_rng(12345)


def solve_symmetric(a, b, g, diagonal, rhs):
    """Solve the node equations for bonds a-b with conductance g."""
    size = len(rhs)
    nodes = np.arange(size)
    matrix = coo_matrix(
        (np.concatenate([-g, -g, diagonal]),
         (np.concatenate([a, b, nodes]), np.concatenate([b, a, nodes]))),
        shape=(size, size)).tocsc()
    factor = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options={"SymmetricMode": True})
    return factor.solve(rhs)


def conductance(h, v):
    """Two-electrode conductance; h is (rows, cols+1), v is (rows-1, cols)."""
    rows, cols = h.shape[0], h.shape[1] - 1
    if cols == 0:
        return h.sum()
    idx = np.arange(rows * cols).reshape(rows, cols)
    a = np.concatenate([idx[:, :-1].ravel(), idx[:-1].ravel()])
    b = np.concatenate([idx[:, 1:].ravel(), idx[1:].ravel()])
    g = np.concatenate([h[:, 1:-1].ravel(), v.ravel()])
    size = rows * cols
    diagonal = (np.bincount(a, g, minlength=size)
                + np.bincount(b, g, minlength=size)).astype(float)
    diagonal[idx[:, 0]] += h[:, 0]
    diagonal[idx[:, -1]] += h[:, -1]
    rhs = np.zeros(size)
    rhs[idx[:, 0]] = h[:, 0]
    phi = solve_symmetric(a, b, g, diagonal, rhs)
    return np.sum(h[:, 0] * (1.0 - phi[idx[:, 0]]))


def lognormal_sample(rows, cols, s):
    return (np.exp(s * rng.standard_normal((rows, cols + 1))),
            np.exp(s * rng.standard_normal((rows - 1, cols))))


def periodic_conductance(g, shifts, field):
    """Periodic lattice; result relative to the same lattice with all g = 1."""
    side = g.shape[1]
    idx = np.arange(side * side).reshape(side, side)
    a = np.tile(idx.ravel(), len(shifts))
    b = np.concatenate([np.roll(idx, (-p, -q), axis=(0, 1)).ravel()
                        for p, q in shifts])
    e = np.repeat(np.array(field, float), side * side)
    w = g.ravel()
    size = side * side
    diagonal = np.bincount(a, w, size) + np.bincount(b, w, size)
    rhs = np.bincount(a, w * e, size) - np.bincount(b, w * e, size)
    keep = (a > 0) & (b > 0)          # node 0 is grounded
    phi = np.zeros(size)
    phi[1:] = solve_symmetric(a[keep] - 1, b[keep] - 1, w[keep],
                              diagonal[1:], rhs[1:])
    return np.sum(w * (phi[b] - phi[a] + e) ** 2) / np.sum(e ** 2)


SQUARE = ([(1, 0), (0, 1)], [1.0, 0.0])
TRIANGULAR = ([(1, 0), (0, 1), (1, -1)], [1.0, 0.5, 0.5])

# --- Duality of single samples, including non-square ones ---
worst = 0.0
for rows, cols in [(2, 1), (5, 9), (12, 7), (20, 19)]:
    h, v = lognormal_sample(rows, cols, 1.5)
    product = conductance(h, v) * conductance(1 / h.T, 1 / v.T)
    worst = max(worst, abs(product - 1))
assert worst < 1e-9
print(f"Duality, largest |G G* - 1|: {worst:.1e}")

# --- Five-bond bridge: every configuration of g = 3 or 1/3 ---
bridge = []
for c in itertools.product([1 / 3, 3.0], repeat=5):
    bridge.append(conductance(np.array(c[:4]).reshape(2, 2),
                              np.array(c[4:]).reshape(1, 1)))
bridge = np.array(bridge)
assert abs(np.mean(np.log(bridge))) < 1e-12
assert np.allclose(np.sort(bridge), np.sort(1 / bridge))
assert bridge.mean() > 1.01
print(f"Bridge, g = 3 or 1/3: exp<ln G> = {np.exp(np.log(bridge).mean()):.6f}")
print(f"Bridge: plain mean <G> = {bridge.mean():.4f}")

# --- Self-averaging ---
def log_samples(n, s, count):
    return np.array([np.log(conductance(*lognormal_sample(n, n - 1, s)))
                     for _ in range(count)])


weak = log_samples(10, 0.1, 400)
weak_ratio = weak.std(ddof=1) * 10 / 0.1
assert 0.85 < weak_ratio < 1.15
print(f"Weak disorder s=0.1, n=10: n*std(ln G)/s = {weak_ratio:.3f}")
spread = {}
for n, count in [(10, 300), (40, 150)]:
    logs = log_samples(n, 1.0, count)
    spread[n] = logs.std(ddof=1)
    assert abs(logs.mean()) < 4.5 * spread[n] / np.sqrt(count)
    print(f"s=1, n={n}: mean ln G = {logs.mean():.4f}, std = {spread[n]:.4f}")
assert 3.0 < spread[10] / spread[40] < 5.3   # inverse-size law predicts 4

# --- Large films against the series and parallel averages ---
print("Large film n=100: s, R network, R series mean (units 1/g0)")
for s in (0.5, 1.0, 1.5):
    values, series_values = [], []
    for _ in range(6):
        h, v = lognormal_sample(100, 99, s)
        G = conductance(h, v)
        # uniform trial current and uniform trial field bound each sample
        assert 1 / np.mean(1 / h) <= G <= np.mean(h)
        values.append(np.log(G))
        series_values.append(np.mean(1 / h))
    R_network = np.exp(-np.mean(values))
    assert abs(R_network - 1) < 0.04
    assert abs(np.mean(series_values) / np.exp(s * s / 2) - 1) < 0.06
    print(f"  {s:.1f}  {R_network:.3f}  {np.exp(s * s / 2):.3f}")

# --- Log-symmetry: where it holds and where it fails ---
def two_value_film(fraction, high, count=8, side=80):
    logs = []
    for _ in range(count):
        g = np.where(rng.random((2, side, side)) < fraction, high, 1.0)
        logs.append(np.log(periodic_conductance(g, *SQUARE)))
    return np.exp(np.mean(logs))


half = two_value_film(0.5, 20.0)
quarter = two_value_film(0.25, 20.0)
reciprocal = two_value_film(0.25, 1 / 20.0)
assert abs(half / np.sqrt(20.0) - 1) < 0.04
assert quarter < 0.93 * 20.0 ** 0.25
assert abs(quarter * reciprocal - 1) < 0.06
print("Two-value films, g = 20 or 1: network, geometric mean")
print(f"  50% at 20: {half:.3f}, {np.sqrt(20.0):.3f}")
print(f"  25% at 20: {quarter:.3f}, {20.0 ** 0.25:.3f}")
print(f"  25% film times its reciprocal film: {quarter * reciprocal:.3f}")

# --- Example parameters (round values, rough regime of a Ru film) ---
grain = 10e-9            # m
thickness = 20e-9        # m
gamma_median = 1e-15     # ohm m^2, median specific boundary resistance
log_spread = 1.0
rho_bulk = 8e-8          # ohm m
mean_free_path = 7e-9    # m
to_uohm_cm = 1e8
r_median = gamma_median / (grain * thickness)
r_series = r_median * np.exp(log_spread ** 2 / 2)
R_inside = rho_bulk / thickness
print(f"Grain {grain*1e9:.0f} nm, thickness {thickness*1e9:.0f} nm, "
      f"s = {log_spread:.1f}")
print(f"Median specific boundary resistance {gamma_median:.1e} ohm m^2")
print(f"Bulk resistivity {rho_bulk*to_uohm_cm:.1f} uohm cm, "
      f"mean free path {mean_free_path*1e9:.0f} nm")
print(f"Boundary sheet resistance, geometric: {r_median:.3f} ohm")
print(f"Boundary sheet resistance, series: {r_series:.3f} ohm")
print(f"Boundary resistivity, geometric: "
      f"{r_median*thickness*to_uohm_cm:.2f} uohm cm")
print(f"Boundary resistivity, series: "
      f"{r_series*thickness*to_uohm_cm:.2f} uohm cm")

# --- From a one-grain line to a wide film ---
print("Long strips: grains wide, width (nm), boundary sheet R (ohm)")
strip = []
for width in (1, 2, 4, 8, 16):
    length = 40000 // width
    h, v = lognormal_sample(width, length - 1, log_spread)
    value = width / (length * conductance(h, v))
    if width == 1:
        assert abs(value / np.mean(1 / h) - 1) < 1e-5
    strip.append(value)
    print(f"  {width:2d}  {width*grain*1e9:4.0f}  {value*r_median:.3f}")
assert abs(strip[0] / np.exp(log_spread ** 2 / 2) - 1) < 0.03
assert all(x > y for x, y in zip(strip, strip[1:]))
assert strip[-1] < 1.10

# --- Neglected effect: ohmic grain interiors, resolved on a mesh ---
def resolved_resistance(boundary_h, boundary_v, sheet, mesh):
    """Each grain has mesh x mesh cells; boundary arguments in ohm."""
    rows, cols = boundary_h.shape[0], boundary_h.shape[1] - 1
    along = np.full((rows * mesh, cols * mesh + 1), sheet)
    along[:, [0, -1]] = sheet / 2
    along[:, ::mesh] += mesh * np.repeat(boundary_h, mesh, axis=0)
    across = np.full((rows * mesh - 1, cols * mesh), sheet)
    across[mesh - 1::mesh] += mesh * np.repeat(boundary_v, mesh, axis=1)
    return 1 / conductance(1 / along, 1 / across)


n = 24
totals = {3: [], 6: []}
for _ in range(4):
    h, v = lognormal_sample(n, n - 1, log_spread)
    # each sample is paired with its dual to cancel first-order noise
    for gh, gv in ((h, v), (1 / h.T, 1 / v.T)):
        rh, rv = r_median / gh, r_median / gv
        inside = R_inside * (n - 1) / n
        lower = inside + r_median / conductance(gh, gv)
        upper = inside + rh.mean()
        for mesh in totals:
            total = resolved_resistance(rh, rv, R_inside, mesh)
            assert lower <= total <= upper
            totals[mesh].append(total + R_inside / n)
R_coarse, R_total = np.mean(totals[3]), np.mean(totals[6])
assert abs(R_coarse / R_total - 1) < 0.02
assert r_median + R_inside < R_total < r_series + R_inside
print(f"Grain-interior sheet resistance: {R_inside:.3f} ohm")
print(f"Interior + geometric mean (lower bound): "
      f"{R_inside + r_median:.3f} ohm")
print(f"Resolved grains, 3x3 and 6x6 mesh: {R_coarse:.3f}, {R_total:.3f} ohm")
print(f"Interior + series mean (upper bound): {R_inside + r_series:.3f} ohm")
print(f"Resolved-grain resistivity: "
      f"{R_total*thickness*to_uohm_cm:.2f} uohm cm")
print(f"Series-rule total resistivity: "
      f"{(R_inside+r_series)*thickness*to_uohm_cm:.2f} uohm cm")

# --- Neglected effect: hexagonal grains give a triangular network ---
points, weights = np.polynomial.hermite_e.hermegauss(80)
weights = weights / weights.sum()


def effective_medium(neighbours):
    g = np.exp(log_spread * points)
    return brentq(lambda x: np.sum(weights * (g - x)
                  / (g + (neighbours / 2 - 1) * x)), 0.1, 10.0)


assert abs(effective_medium(4) - 1) < 1e-8
hex_logs = [np.log(periodic_conductance(
    np.exp(log_spread * rng.standard_normal((3, 70, 70))), *TRIANGULAR))
    for _ in range(8)]
hexagonal = np.exp(np.mean(hex_logs))
assert hexagonal > 1.05
assert abs(hexagonal / effective_medium(6) - 1) < 0.03
print(f"Hexagonal grains, conductance / geometric value: {hexagonal:.3f}")
print(f"  effective-medium approximation: {effective_medium(6):.3f}")

# --- Neglected effect: diffuse film surfaces (Fuchs) ---
def surface_factor(ratio):
    """Resistivity over bulk for thickness / mean free path = ratio."""
    integral = quad(lambda u: (1 - u * u)
                    * (1 - u / ratio * (1 - np.exp(-ratio / u))), 0, 1)[0]
    return 1 / (1.5 * integral)


assert abs(1 / surface_factor(50.0) - (1 - 3 / (8 * 50.0))) < 1e-4
surface = surface_factor(thickness / mean_free_path)
print(f"Diffuse surfaces multiply bulk resistivity by {surface:.3f}")
print(f"  added resistivity: {(surface-1)*rho_bulk*to_uohm_cm:.2f} uohm cm")

# --- Neglected effect: ballistic flight inside grains ---
k_fermi = 1.2e10         # 1/m, test value; it cancels in the relation
modes = quad(lambda x: 2 * np.pi * x, 0, 1)[0] * (k_fermi / (2 * np.pi)) ** 2
sharvin_test = const.h / (2 * const.e ** 2 * modes)
density = k_fermi ** 3 / (3 * np.pi ** 2)
rho_lambda = const.hbar * k_fermi / (density * const.e ** 2)
assert abs(sharvin_test / (4 * rho_lambda / 3) - 1) < 1e-10
sharvin = 4 * rho_bulk * mean_free_path / 3
transmission = 1 / (1 + gamma_median / sharvin)
print(f"Sharvin specific resistance: {sharvin:.2e} ohm m^2")
print(f"Implied median boundary transmission: {transmission:.3f}")
print(f"Fraction crossing a grain unscattered: "
      f"{np.exp(-grain/mean_free_path):.3f}")

print("success")
```

Printed output:

```
Duality, largest |G G* - 1|: 2.6e-14
Bridge, g = 3 or 1/3: exp<ln G> = 1.000000
Bridge: plain mean <G> = 1.2316
Weak disorder s=0.1, n=10: n*std(ln G)/s = 1.056
s=1, n=10: mean ln G = 0.0078, std = 0.0998
s=1, n=40: mean ln G = 0.0006, std = 0.0236
Large film n=100: s, R network, R series mean (units 1/g0)
  0.5  0.998  1.133
  1.0  1.001  1.649
  1.5  0.994  3.080
Two-value films, g = 20 or 1: network, geometric mean
  50% at 20: 4.478, 4.472
  25% at 20: 1.812, 2.115
  25% film times its reciprocal film: 1.016
Grain 10 nm, thickness 20 nm, s = 1.0
Median specific boundary resistance 1.0e-15 ohm m^2
Bulk resistivity 8.0 uohm cm, mean free path 7 nm
Boundary sheet resistance, geometric: 5.000 ohm
Boundary sheet resistance, series: 8.244 ohm
Boundary resistivity, geometric: 10.00 uohm cm
Boundary resistivity, series: 16.49 uohm cm
Long strips: grains wide, width (nm), boundary sheet R (ohm)
   1    10  8.296
   2    20  6.074
   4    40  5.415
   8    80  5.221
  16   160  5.108
Grain-interior sheet resistance: 4.000 ohm
Interior + geometric mean (lower bound): 9.000 ohm
Resolved grains, 3x3 and 6x6 mesh: 9.726, 9.702 ohm
Interior + series mean (upper bound): 12.244 ohm
Resolved-grain resistivity: 19.40 uohm cm
Series-rule total resistivity: 24.49 uohm cm
Hexagonal grains, conductance / geometric value: 1.154
  effective-medium approximation: 1.152
Diffuse surfaces multiply bulk resistivity by 1.149
  added resistivity: 1.19 uohm cm
Sharvin specific resistance: 7.47e-16 ohm m^2
Implied median boundary transmission: 0.427
Fraction crossing a grain unscattered: 0.240
success
```
